**Dudarev concavity and the number of metastable occupations**

The program studies $M$ localized orbitals with distinct levels $\varepsilon_a$, each coupled by $-V$ to its own ligand orbital at energy zero, with $M$ electrons of one spin and an effective Hubbard parameter $U$. The result is that the energy has $1+r$ local minima, where $r$ counts the orbitals with $U>[(4V)^{2/3}+(2|\varepsilon_a|)^{2/3}]^{3/2}$. The program asserts the concavity of the Dudarev energy on random non-commuting occupation matrices, and the lower bound $4V$ on the curvature of the hybridization energy. It compares the threshold formula with a count of minima on a grid, and the number of minima with self-consistent iterations from 60 starting matrices at each $U$. Finite-difference Hessians over complex orbital rotations separate true minima from saddles. For $V=0.5$ eV and levels of −0.3, 0.1 and 0.6 eV, the output shows 1, 2, 3 and 4 minima at $U=1.5$, 3, 4 and 5 eV. At $U=5$ eV, four of the eight well combinations are minima and four are saddles. A small orbital mixing releases one of these saddles, and the energy falls by 0.366 eV to the ground state.

## Verification by program

```python
# RESULT UNDER TEST
# The Dudarev energy (U/2) Tr(n - n^2) is strictly concave in the occupation
# matrix n. For M localized orbitals (levels eps_a), each coupled by -V to its
# own ligand orbital at energy zero, with M electrons of one spin, the total
# energy has 1 + r local minima, where r is the number of orbitals with
#   U > Uc(eps_a) = [(4V)^(2/3) + (2|eps_a|)^(2/3)]^(3/2).
# Symbols: rho = one-particle density matrix, n = its localized block,
# lam = eigenvalue of n, U = effective Hubbard parameter. Energies in eV.
import itertools
import numpy as np
from scipy.optimize import brentq

rng = np.random.default_rng(7)
M = 3
V = 0.5
eps = np.array([-0.3, 0.1, 0.6])
U_main = 5.0
U_scan = [1.5, 3.0, 4.0, 5.0]
identity = np.eye(M)
h_bare = np.block([[np.diag(eps), -V * identity],
                   [-V * identity, np.zeros((M, M))]]).astype(complex)


def trace(x):
    return np.trace(x, axis1=-2, axis2=-1).real


def dudarev(n, U):
    return 0.5 * U * trace(n - n @ n)


def total_energy(rho, U):
    return trace(h_bare @ rho) + dudarev(rho[..., :M, :M], U)


def hybridization_energy(n):
    lam = np.linalg.eigvalsh(n)
    return -2 * V * np.sum(np.sqrt(np.clip(lam * (1 - lam), 0, None)))


def reduced_energy(n, U):
    return trace(np.diag(eps) @ n) + hybridization_energy(n) + dudarev(n, U)


def random_unitary(size):
    z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return np.linalg.qr(z)[0]


def matrix_with_occupations(occupations):
    q = random_unitary(M)
    return (q * np.asarray(occupations)) @ q.conj().T


def threshold(level):
    return ((4 * V)**(2 / 3) + (2 * abs(level))**(2 / 3))**1.5


# --- Concavity, and convexity of the hybridization term, for matrices that
#     do not commute
smallest_curvature = np.inf
for _ in range(100):
    a = matrix_with_occupations(rng.uniform(0.1, 0.9, M))
    b = matrix_with_occupations(rng.uniform(0.1, 0.9, M))
    w = rng.uniform(0.1, 0.9)
    excess = (dudarev(w * a + (1 - w) * b, U_main)
              - w * dudarev(a, U_main) - (1 - w) * dudarev(b, U_main))
    chord = 0.5 * U_main * w * (1 - w) * np.linalg.norm(a - b)**2
    assert excess > 0 and abs(excess - chord) < 1e-12
    d = (a - b) / np.linalg.norm(a - b)
    t = 1e-3
    second = (dudarev(a + t * d, U_main) - 2 * dudarev(a, U_main)
              + dudarev(a - t * d, U_main)) / t**2
    assert abs(second + U_main) < 1e-6
    curvature = (hybridization_energy(a + t * d) - 2 * hybridization_energy(a)
                 + hybridization_energy(a - t * d)) / t**2
    smallest_curvature = min(smallest_curvature, curvature)
    assert curvature > 4 * V - 1e-4
half = 0.5 * identity
curvature_half = (hybridization_energy(half + t * d)
                  - 2 * hybridization_energy(half)
                  + hybridization_energy(half - t * d)) / t**2
assert abs(curvature_half - 4 * V) < 1e-4

# --- Constrained search: lower bound on random determinants, and attainment
for _ in range(200):
    c = random_unitary(2 * M)[:, :M]
    rho = c @ c.conj().T
    direct = -2 * V * np.trace(rho[:M, M:]).real
    assert direct >= hybridization_energy(rho[:M, :M]) - 1e-7
    n = matrix_with_occupations(rng.uniform(0.05, 0.95, M))
    lam, q = np.linalg.eigh(n)
    root = (q * np.sqrt(lam * (1 - lam))) @ q.conj().T
    rho = np.block([[n, root], [root, identity - n]])
    assert np.allclose(rho @ rho, rho, atol=1e-12)
    assert abs(trace(rho) - M) < 1e-12
    assert abs(total_energy(rho, U_main) - reduced_energy(n, U_main)) < 1e-11


# --- Threshold found by counting minima of a determinant energy on a grid
def has_two_wells(level, U):
    angle = np.linspace(0, np.pi / 2, 4001)
    lam = np.sin(angle)**2
    e = level * lam - V * np.sin(2 * angle) + 0.5 * U * lam * (1 - lam)
    inner = e[1:-1]
    return np.sum((inner < e[:-2]) & (inner < e[2:])) >= 2


def threshold_by_bisection(level):
    low, high = 1.0, 12.0
    assert not has_two_wells(level, low) and has_two_wells(level, high)
    for _ in range(40):
        middle = 0.5 * (low + high)
        if has_two_wells(level, middle):
            high = middle
        else:
            low = middle
    return 0.5 * (low + high)


for level in [0.0, -1.0, *eps]:
    assert abs(threshold_by_bisection(level) - threshold(level)) < 1e-3


# --- Undamped self-consistent iteration with aufbau filling, many starts
def iterate(n, U, steps=600):
    previous_energy = None
    for _ in range(steps):
        h = np.broadcast_to(h_bare, (len(n), 2 * M, 2 * M)).copy()
        h[:, :M, :M] += U * (0.5 * identity - n)
        c = np.linalg.eigh(h)[1][:, :, :M]
        rho = c @ c.conj().transpose(0, 2, 1)
        energy = total_energy(rho, U)
        if previous_energy is not None:
            assert np.all(energy <= previous_energy + 1e-10)
        previous_energy = energy
        change = np.max(np.abs(rho[:, :M, :M] - n))
        n = rho[:, :M, :M]
    return n, energy, change


starts = []
for i in range(60):
    if i % 2:
        starts.append(matrix_with_occupations(rng.uniform(0, 1, M)))
    else:
        filled = (i // 2) % (M + 1)
        starts.append(matrix_with_occupations([1.0] * filled
                                              + [0.0] * (M - filled)))
starts = np.array(starts)
found_counts = []
for U in U_scan:
    n_end, e_end, change = iterate(starts, U)
    assert change < 1e-8
    off_diagonal = n_end * (1 - identity)
    assert np.max(np.abs(off_diagonal)) < 1e-6
    order = np.argsort(trace(n_end))
    charges = trace(n_end)[order]
    first = np.concatenate([[True], np.diff(charges) > 1e-4])
    found_counts.append(int(first.sum()))
    assert found_counts[-1] == 1 + sum(U > threshold(x) for x in eps)
    if U == U_main:
        found_energies = e_end[order][first]


# --- Diagonal solutions at the main U, built from separate two-level problems
def bonding_occupation(lam, level):
    shifted = level + U_main * (0.5 - lam)
    return 0.5 * (1 - shifted / np.hypot(shifted, 2 * V))


low_well, high_well = np.zeros(M), np.ones(M)
for _ in range(3000):
    low_well = bonding_occupation(low_well, eps)
    high_well = bonding_occupation(high_well, eps)
assert np.all(high_well - low_well > 0.1)


def negative_directions(lam):
    """Finite-difference Hessian over all complex orbital rotations."""
    p, s = np.diag(np.sqrt(lam)), np.diag(np.sqrt(1 - lam))
    occupied, empty = np.vstack([p, s]), np.vstack([s, -p])
    size = 2 * M * M

    def energy(x):
        z = (x[:M * M] + 1j * x[M * M:]).reshape(M, M)
        y = occupied + empty @ z
        rho = y @ np.linalg.solve(y.conj().T @ y, y.conj().T)
        return total_energy(rho, U_main)

    step = 1e-3
    shifts = step * np.eye(size)
    gradient = [(energy(x) - energy(-x)) / (2 * step) for x in shifts]
    assert np.max(np.abs(gradient)) < 1e-4
    hessian = np.zeros((size, size))
    for i in range(size):
        for j in range(i, size):
            x, y = shifts[i], shifts[j]
            value = (energy(x + y) - energy(x - y)
                     - energy(y - x) + energy(-x - y)) / (4 * step**2)
            hessian[i, j] = hessian[j, i] = value
    values = np.linalg.eigvalsh(hessian)
    assert np.min(np.abs(values)) > 1e-3
    return int(np.sum(values < 0))


states = {}
for filling in itertools.product([0, 1], repeat=M):
    lam = np.where(np.array(filling) == 1, high_well, low_well)
    inversions = sum(filling[i] < filling[j]
                     for i in range(M) for j in range(i + 1, M))
    negatives = negative_directions(lam)
    assert negatives == 2 * inversions
    states[filling] = (reduced_energy(np.diag(lam), U_main), negatives)
minima = [tuple([1] * k + [0] * (M - k)) for k in range(M + 1)]
assert sum(v[1] == 0 for v in states.values()) == M + 1
assert np.allclose([states[f][0] for f in minima], found_energies, atol=1e-8)

# --- Stationary points between neighbouring minima
barriers = []
for k in range(M):
    middle = brentq(lambda x: x - bonding_occupation(x, eps[k]),
                    low_well[k] + 1e-4, high_well[k] - 1e-4, xtol=1e-13)
    lam = np.concatenate([high_well[:k], [middle], low_well[k + 1:]])
    assert negative_directions(lam) == 1
    top = reduced_energy(np.diag(lam), U_main)
    barriers.append((middle, top - states[minima[k]][0],
                     top - states[minima[k + 1]][0]))
    assert min(barriers[-1][1:]) > 0

# --- A symmetry-trapped saddle: only the second orbital is filled
trapped = np.diag([low_well[0], high_well[1], low_well[2]]).astype(complex)
one_step = iterate(trapped[None], U_main, steps=1)[0][0]
assert np.allclose(one_step, trapped, atol=1e-9)
mixing = np.zeros((M, M))
mixing[0, 1] = mixing[1, 0] = 1.0
t = 1e-3
mixing_curvature = (reduced_energy(trapped + t * mixing, U_main)
                    - 2 * reduced_energy(trapped, U_main)
                    + reduced_energy(trapped - t * mixing, U_main)) / t**2
mixing_formula = -2 * (eps[0] - eps[1]) / (low_well[0] - high_well[1])
assert abs(mixing_curvature - mixing_formula) < 1e-3
released_n, released_e, change = iterate((trapped + t * mixing)[None],
                                         U_main, steps=1000)
assert change < 1e-8
assert abs(released_e[0] - states[(1, 0, 0)][0]) < 1e-8

# --- Output
print(f"hybridization V = {V:.2f} eV, orbitals M = {M}, electrons = {M}")
print(f"4V = {4 * V:.3f} eV; hybridization curvature at n=1/2 = "
      f"{curvature_half:.3f} eV")
print(f"smallest hybridization curvature, random n = "
      f"{smallest_curvature:.3f} eV")
for a in range(M):
    print(f"orbital {a + 1}: level = {eps[a]:.2f} eV, threshold formula = "
          f"{threshold(eps[a]):.4f} eV, grid = "
          f"{threshold_by_bisection(eps[a]):.4f} eV")
print(f"random starting matrices per U = {len(starts)}")
for U, count in zip(U_scan, found_counts):
    print(f"U = {U:.1f} eV: distinct minima found = {count}")
print(f"all following results at U = {U_main:.1f} eV")
for a in range(M):
    print(f"orbital {a + 1}: low-well occupation = {low_well[a]:.4f}, "
          f"high-well occupation = {high_well[a]:.4f}")
for filling, (energy, negatives) in states.items():
    print(f"wells {filling} (1=high): E = {energy:.5f} eV, "
          f"negative directions = {negatives}")
for k, (middle, up, down) in enumerate(barriers):
    print(f"path {minima[k]} to {minima[k + 1]}: top occupation = "
          f"{middle:.4f}, barrier forward = {up:.4f} eV, "
          f"backward = {down:.4f} eV")
print(f"trapped (0, 1, 0): mixing curvature numeric = "
      f"{mixing_curvature:.4f} eV, formula = {mixing_formula:.4f} eV")
print(f"initial off-diagonal element for release = {t:.4f}")
print(f"energy after release = {released_e[0]:.5f} eV, drop = "
      f"{states[(0, 1, 0)][0] - released_e[0]:.5f} eV")
print("released diagonal occupations = "
      + ", ".join(f"{x:.4f}" for x in np.diag(released_n[0]).real))
print("verified")
```

Output:

```
hybridization V = 0.50 eV, orbitals M = 3, electrons = 3
4V = 2.000 eV; hybridization curvature at n=1/2 = 2.000 eV
smallest hybridization curvature, random n = 2.029 eV
orbital 1: level = -0.30 eV, threshold formula = 3.4853 eV, grid = 3.4853 eV
orbital 2: level = 0.10 eV, threshold formula = 2.6800 eV, grid = 2.6800 eV
orbital 3: level = 0.60 eV, threshold formula = 4.4776 eV, grid = 4.4776 eV
random starting matrices per U = 60
U = 1.5 eV: distinct minima found = 1
U = 3.0 eV: distinct minima found = 2
U = 4.0 eV: distinct minima found = 3
U = 5.0 eV: distinct minima found = 4
all following results at U = 5.0 eV
orbital 1: low-well occupation = 0.0567, high-well occupation = 0.9675
orbital 2: low-well occupation = 0.0382, high-well occupation = 0.9541
orbital 3: low-well occupation = 0.0262, high-well occupation = 0.9129
wells (0, 0, 0) (1=high): E = -0.29080 eV, negative directions = 0
wells (0, 0, 1) (1=high): E = 0.25397 eV, negative directions = 4
wells (0, 1, 0) (1=high): E = -0.19917 eV, negative directions = 2
wells (0, 1, 1) (1=high): E = 0.34560 eV, negative directions = 4
wells (1, 0, 0) (1=high): E = -0.56520 eV, negative directions = 0
wells (1, 0, 1) (1=high): E = -0.02043 eV, negative directions = 2
wells (1, 1, 0) (1=high): E = -0.47357 eV, negative directions = 0
wells (1, 1, 1) (1=high): E = 0.07120 eV, negative directions = 0
path (0, 0, 0) to (1, 0, 0): top occupation = 0.3986, barrier forward = 0.1047 eV, backward = 0.3791 eV
path (1, 0, 0) to (1, 1, 0): top occupation = 0.5334, barrier forward = 0.2727 eV, backward = 0.1810 eV
path (1, 1, 0) to (1, 1, 1): top occupation = 0.7156, barrier forward = 0.5672 eV, backward = 0.0225 eV
trapped (0, 1, 0): mixing curvature numeric = -0.8914 eV, formula = -0.8915 eV
initial off-diagonal element for release = 0.0010
energy after release = -0.56520 eV, drop = 0.36603 eV
released diagonal occupations = 0.9675, 0.0382, 0.0262
verified
```
